# Why p-type silicon usually looks brighter in secondary-electron images

## Two electrons above a striped surface

Take a flat silicon surface divided into equal p and n stripes, joined electrically and left in equilibrium. Let the potential energy of an electron just outside the p stripes be 0.83 eV higher than just outside the n stripes. Far above the surface the stripes can no longer be distinguished, and with no applied field the potential energy is the average of the two. With that average as zero, the p surface lies at +0.417 eV and the n surface at −0.417 eV.

An electron that leaves p with almost no kinetic energy runs downhill and gains 0.417 eV. One that leaves n with 0.3 eV has a total energy of −0.117 eV. It cannot reach the far region and falls back. Both had already escaped from the solid; the field outside decided which one could be detected.

In this mechanism p is bright because n loses part of its emission. What follows derives the 0.83 eV, finds how much n loses when a detector field is applied, and identifies what weakens the effect.

## The step in the local vacuum level

In nondegenerate silicon with fully ionized dopants, the Fermi level lies \(kT\ln(N_d/n_i)\) above the intrinsic level on the n side and \(kT\ln(N_a/n_i)\) below it on the p side. Contact makes the Fermi level common, so the intrinsic level, and with it the conduction-band edge, is higher on p by the sum of these. If the bands are flat up to the surface and the electron affinity \(\chi\) is the same on both sides, the local vacuum level follows the band edge:

\[
\Delta=kT\ln\frac{N_aN_d}{n_i^2}.
\]

The example uses rough silicon values at 300 K: \(N_a=N_d=10^{17}\) cm⁻³, \(n_i=10^{10}\) cm⁻³, \(\chi=4.05\) eV. Then \(\Delta=2(0.02585)\ln10^7=0.833\) eV. Each decade of doping on one side changes \(\Delta\) by \(kT\ln10=0.060\) eV.

## Local emission does not favour p

Let \(E_i\) be the energy of a hot electron above the local conduction-band edge. The model takes an isotropic internal population with flux spectrum \(E_i^{-3}\), the free-electron mass, and a planar surface that conserves lateral momentum. Escape requires \(E_i\mu^2>\chi\), where \(\mu\) is the cosine of the internal angle to the normal. Flux through a plane is distributed as \(2\mu\,d\mu=d(\mu^2)\), so a fraction \(1-\chi/E_i\) escapes. With the emitted energy \(E=E_i-\chi\), this fraction is \(E/(E+\chi)\), and the emitted spectrum is proportional to \(E/(E+\chi)^4\). Its norm follows with \(u=E+\chi\):

\[
\int_\chi^\infty\!\left(\frac1{u^3}-\frac{\chi}{u^4}\right)du
=\frac1{2\chi^2}-\frac1{3\chi^2}=\frac1{6\chi^2},
\qquad
f(E)=\frac{6\chi^2E}{(E+\chi)^4}.
\]

The external angle \(\theta\) obeys \(E\cos^2\theta=E_i\mu^2-\chi\). At fixed energy \(\cos^2\theta\) is therefore uniformly distributed, which is the cosine law.

The Fermi level does not appear. Hot electrons start from states measured from the band edge and climb \(\chi\), on p as on n. The work functions do differ, 4.19 eV for n and 5.03 eV for p. If they were the escape barriers, the same integral would give a yield proportional to the inverse square of the barrier and a p-to-n ratio of \((4.193/5.027)^2=0.70\). That would make p darker.

## The patch field and its saddle

Let p occupy \(0<x<w\) and n occupy \(-w<x<0\), repeated periodically, with \(z\) pointing outward and \(k=\pi/w\). The surface potential energy is a square wave of amplitude \(\Delta/2\), whose Fourier terms are \((2\Delta/\pi m)\sin mkx\) with odd \(m\). Laplace's equation makes each term decay as \(e^{-mkz}\). To sum them, set \(q=e^{-kz}\) and \(\zeta=qe^{ikx}\):

\[
\sum_{m\ \mathrm{odd}}\frac{q^m\sin mkx}{m}
=\operatorname{Im}\,\frac12\ln\frac{1+\zeta}{1-\zeta}
=\frac12\arctan\frac{2q\sin kx}{1-q^2}.
\]

The last step uses \((1+\zeta)(1-\zeta^*)=1-q^2+2iq\sin kx\), which has the same phase as the quotient. Since \(2q/(1-q^2)=1/\sinh kz\), adding an extraction force \(F\) gives

\[
U(x,z)=\frac{\Delta}{\pi}\arctan\frac{\sin kx}{\sinh kz}-Fz .
\]

A force in eV/µm equals the field in V/µm. Differentiation, with \(\Delta k/\pi=\Delta/w\equiv F_c\), gives the outward force

\[
-\frac{\partial U}{\partial z}
=F+F_c\,\frac{\sin kx\,\cosh kz}{\sinh^2kz+\sin^2kx}.
\]

The patch part points outward above p and inward above n. At the n centre, \(\sin kx=-1\) and the force is \(F-F_c/\cosh kz\). If \(F<F_c\), it is inward near the surface and changes sign at \(\cosh kz_s=F_c/F\).

Write \(\sigma=F/F_c\). Then \(\sinh kz_s=\sqrt{1-\sigma^2}/\sigma\), so \(\arctan(1/\sinh kz_s)=\arcsin\sigma\). Also \(Fz_s=(F/k)\operatorname{arcosh}(1/\sigma)\), with \(F/k=\sigma\Delta/\pi\). The barrier above the n surface, which lies at \(-\Delta/2\), is

\[
\begin{aligned}
B&=\frac{\Delta}{2}-\frac{\Delta}{\pi}\arcsin\sigma
-\frac{\sigma\Delta}{\pi}\operatorname{arcosh}\frac1\sigma\\
&=\frac{\Delta}{\pi}\left[\arccos\sigma-\sigma\operatorname{arcosh}\frac1\sigma\right].
\end{aligned}
\]

For \(\sigma\to0\) this returns \(\Delta/2\), the opening case. Near closure put \(\sigma=\cos a\) with small \(a\). Then \(\operatorname{arcosh}(1/\sigma)\approx a+a^3/6\), and the bracket becomes \(a-(1-a^2/2)(a+a^3/6)\approx a^3/3\). With \(a^2\approx2(1-\sigma)\), \(B\approx(\Delta/3\pi)[2(1-\sigma)]^{3/2}\): the barrier closes smoothly.

For \(w=2\) µm and \(F=0.1\) V/µm, \(F_c=0.833/2=0.417\) V/µm and \(\sigma=0.24\). The saddle is 0.218 eV high and lies 1.34 µm above the surface.

## How many electrons n loses

At height \(z_s\), \(U\) is lowest above the n centres. Every escaping electron must cross that height, so one launched from the n centre with \(E<B\) cannot escape. The blocked fraction is, with \(u=\chi+B\),

\[
\int_0^B f\,dE
=1-\frac{3\chi^2}{u^2}+\frac{2\chi^3}{u^3}
=\frac{B^2(B+3\chi)}{(B+\chi)^3}.
\]

For emission restricted to energies below 50 eV and renormalized, this is 0.77%. It is a lower bound on the loss.

A second estimate treats the barrier as planar, so that the normal energy alone must exceed \(B\). The total threshold then rises from \(\chi\) to \(\chi+B\), and the inverse-square yield gives a loss

\[
1-\left(\frac{\chi}{\chi+B}\right)^2
=1-\left(\frac{4.05}{4.268}\right)^2=10.0\%.
\]

This misjudges grazing electrons, because the stripe field changes sideways over the same distance as it changes upward. Consider an electron at the n centre with normal energy \(E_n=0.1\) eV and energy \(E_x=2\) eV for motion across the stripes. The inward force at the surface is \(f=F_c-F=0.317\) eV/µm. If it stayed uniform, the flight time would be \(2mv_z/f\) and the range

\[
\frac{2mv_xv_z}{f}=\frac{4\sqrt{E_xE_n}}{f}=5.6\ \text{µm}.
\]

The p stripe begins 1 µm away. The planar estimate counts this electron as lost, yet it reaches the region of outward force before it falls back.

The loss therefore has to come from classical trajectories in \(U\). An electron can be counted as escaped once it moves outward above a height where \(F\) exceeds every patch force. When \(\sinh kz\ge1\), the largest patch force at that height is \(F_c/\cosh kz\), so here the height is \(z_s\) itself.

Of 16,384 sampled electrons launched from each stripe centre, 95.0% escape from n and all escape from p. Define the contrast as \(C=1-T_n/T_p\), where \(T\) is the escaped fraction. Then \(C=1-0.950/1.000=5.0\%\). A run with 32,768 electrons and half the integration step gives 4.9%. The result lies between the strict bound and the planar estimate.

Launching 0.6 µm from the centres toward the junction raises the contrast to 6.0%. The contrast therefore depends on position within the stripe.

## What the extraction field does

With doping and stripe width held fixed, the centre contrast changes as follows:

| \(F\) (V/µm) | \(B\) (eV) | \(C\) (%) |
|---:|---:|---:|
| 0.05 | 0.295 | 6.2 |
| 0.10 | 0.218 | 5.0 |
| 0.30 | 0.040 | 1.5 |
| 1.25 | 0 | 0.0 |

In the last row no sampled electron was lost from either stripe. At 0.30 V/µm the strictly blocked fraction is only about \(3B^2/\chi^2=0.03\%\). Nearly all of the 1.5% loss therefore consists of electrons with enough total energy to pass the saddle, but launched in unfavourable directions.

Classical paths keep their shape when all lengths scale with \(w\) and the energies stay fixed. At fixed \(\Delta\), \(\chi\) and emitted spectrum, the contrast at corresponding points thus depends on \(F\) and \(w\) through \(Fw\). One-micrometre stripes at 0.10 V/µm behave like two-micrometre stripes at 0.05 V/µm, provided the junction remains narrow compared with the stripe. In the middle of very wide stripes the saddle disappears, because \(F_c=\Delta/w\) falls below \(F\).

Unequal areas matter too. If p covers a fraction \(a_p\) of the surface and \(F\to0\), the far level lies \(a_p\Delta\) above the n surface. A small p region in a large n field leaves distant n with little barrier, so this mechanism darkens only the n close to the p region. For 2 µm p stripes covering a tenth of the surface at \(F=0.02\) V/µm, n loses about 4.6% at 0.4 µm from the junction, 2.3% at 1 µm and under 0.1% at 9 µm.

## What surface states do

Let surface states have density \(D\) per area and energy, and be neutral when the Fermi level is at midgap. On p the Fermi level lies \(\delta=kT\ln(N/n_i)=0.417\) eV below midgap. The states are then positively charged and bend the bands down by \(\phi\). The remaining surface charge is \(eD(\delta-\phi)\), with \(\delta\) and \(\phi\) in eV.

In the depleted layer put \(v=\phi(x)/kT\), where \(x\) is now depth in Debye lengths \(L_D\), with \(L_D^2=\varepsilon kT/(e^2N)\). Neglecting minority carriers, Poisson's equation is \(v''=1-e^{-v}\). Multiplying by \(v'\) and integrating from the neutral bulk gives \(v'^2/2=v-1+e^{-v}\). Gauss's law at the surface then requires

\[
D(\delta-\phi)=NL_D\sqrt{2\left(v-1+e^{-v}\right)},\qquad v=\phi/kT .
\]

The n side bends upward by the same amount, and the vacuum step shrinks to \(2(\delta-\phi)\). With \(L_D=12.9\) nm, and extraction field and stripe width unchanged:

| \(D\) (cm⁻² eV⁻¹) | step (eV) | \(C\) (%) |
|---:|---:|---:|
| \(10^{11}\) | 0.82 | 4.8 |
| \(10^{12}\) | 0.63 | 2.9 |
| \(10^{13}\) | 0.13 | 0.0 |

For \(D=10^{12}\), \(\phi=0.102\) eV and both sides of the balance equal \(3.15\times10^{11}\) cm⁻². In the last row a step of 0.13 eV survives, but its critical field, 0.065 V/µm, is below the applied 0.10 V/µm. Strong pinning removes nearly all of this contrast even though the bulk junction is intact.

## Setting the example beside a real specimen

An extraction field of 0.1 V/µm corresponds to 500 V across 5 mm. Real dopant contrasts are, as a rough guide, a few per cent to somewhat above ten per cent, so 5% is a plausible size but not a prediction for a given microscope. The assumption most exposed to preparation is the flat band: cleaving, milling damage or a poor native oxide can leave \(10^{12}\) states cm⁻² eV⁻¹ or more, which lowers the model contrast from 5.0% to 2.9% or less. Real detectors also select energy and angle, whereas the model collects every escaping electron. Contamination, doping-dependent scattering and the effect of subsurface fields on escape are also left out.

A floating junction is another large correction. A 1 keV, 10 pA beam, at 3.6 eV per electron-hole pair, generates at most \(10\ \mathrm{pA}\times1000/3.6=2.78\) nA. The depletion width is \(W=\sqrt{4\varepsilon\Delta/(e^2N)}=0.1468\) µm. For a junction of area \(S=200\) µm² with a rough lifetime \(\tau=10\) ns, the recombination prefactor is \(en_iWS/(2\tau)=2.35\) pA. With diode ideality 2 and complete collection, the photovoltage is

\[
2(0.02585\ \mathrm{V})\ln\!\left(1+\frac{2780}{2.35}\right)=0.37\ \mathrm{V}.
\]

It opposes the built-in step and lowers the contrast to 1.5%. This is a low estimate of the photovoltage, because the prefactor assumes peak recombination across the whole depletion layer. Recombination is in fact concentrated near the middle of the layer; integrating its rate over the layer with the same lifetime gives about 0.49 V and a contrast of about 0.6%. At that voltage recombination in the neutral silicon is no longer negligible: with the same lifetime and rough minority-carrier mobilities it brings the photovoltage down to 0.46–0.48 V, depending on how much neutral silicon contributes, with a contrast of about 0.8% at 0.46 V. Leakage or incomplete collection would reduce the photovoltage further.

The image force acts the other way. Outside p the outward force is \(f=F+F_c=0.517\) eV/µm. The energy \(-A/(4z)-fz\) has its maximum at \(z=\sqrt{A/4f}\), where it equals \(-\sqrt{Af}\). Here \(A=(e^2/4\pi\varepsilon_0)(\varepsilon_r-1)/(\varepsilon_r+1)\) and \(\varepsilon_r=11.7\). The barrier drops by 25 meV and the p yield rises by \((4.05/4.025)^2-1=1.2\%\). Near the n centre the force is inward and gives no such lowering. Including this would raise the contrast by about one percentage point.

The finite junction width, 0.15 µm, shifts the saddle by about 0.1 meV if the surface step is replaced by a linear ramp. Carrier degeneracy changes the vacuum step by less than 0.1 meV, incomplete ionization of 45 meV donors and acceptors lowers it by about 3 meV, and penetration of the external field into the silicon shifts the surface potential by something of order 0.6 mV.

## What to do at the microscope

- **Keep the extraction field low.** For equal stripes this means \(F\) well below \(\Delta/w\), using the field at the specimen and the step that survives surface charge.
- **Connect both sides of the junction.** If one must float, reduce the beam current and see whether the contrast changes.
- **Prepare a surface with few electrically active states.** Loss of contrast after milling or ageing need not mean loss of dopant.
- **Vary the extraction field as a diagnosis.** With collection otherwise unchanged, patch-field contrast should fall as \(F\) rises. Compare the stripe centres, because the patch field is stronger near the junctions and can still return electrons there at high \(F\). At the centres in this example, the image force, which lowers the barrier more on p than on n, still leaves somewhat under 1% at three times \(\Delta/w\). A clearly larger contrast between the centres points to another contribution, such as detector selection or a surface layer.
- **Calibrate before converting grey level to doping.** A decade of doping moves the step by only 0.060 eV, while surface states or photovoltage can move it by several times as much.

## Calculated quantities

```
temperature 300 K; kT 0.02585 eV
doping each side 1.0e+17 cm^-3; ni 1.0e+10 cm^-3
gap 1.12 eV; affinity 4.05 eV; eps_r 11.7
stripe width 2.00 um; extraction 0.100 V/um
local vacuum step 0.8334 eV = 1.3352e-19 J
work functions n, p: 4.1933, 5.0267 eV
wrong work-function model, p/n yield: 0.6959
critical extraction field 0.4167 V/um
saddle height above n 0.2183 eV at z=1.340 um
strict energy-blocked loss, E<50 eV: 0.771 %
planar loss estimate: 9.969 %
escaped n, p: 95.020, 100.000 %
centre contrast: 4.980 %
electrons per launch point, base: 16384
electrons per launch point, fine: 32768
fine-run contrast: 4.889 %
fine-run shift: -0.092 % points
extraction V/um; saddle eV; escaped n %; p %; contrast %
  0.0500; 0.2953; 93.787; 100.000; 6.213
  0.1000; 0.2183; 95.020; 100.000; 4.980
  0.3000; 0.0401; 98.547; 100.000; 1.453
  1.2501; 0.0000; 100.000; 100.000; 0.000
launch offset toward junction: 0.60 um
offset n, p escaped: 93.970, 100.000 %
offset contrast: 6.030 %
states cm^-2 eV^-1; bending eV; vacuum step eV; contrast %
  1.0e+11; 0.0086; 0.8161; 4.791
  1.0e+12; 0.1020; 0.6295; 2.917
  1.0e+13; 0.3518; 0.1298; 0.000
degeneracy shift of vacuum step: +0.0715 meV
junction depletion width: 0.1468 um
saddle shift, linear ramp: +0.137 meV
Debye length 12.93 nm
field-penetration potential scale: 0.571 mV
image lowering at p: 25.04 meV
resulting p yield gain: 1.248 %
beam 1000 eV, 10.0 pA
pair energy 3.6 eV; lifetime 10.0 ns
junction area 200.0 um^2
generated current 2.778 nA
recombination prefactor 2.352 pA
floating-junction photovoltage: 0.3658 V
floating-junction contrast: 1.514 %
```
